\section*{Why a quartz microbalance overestimates rough plated metal}

\section*{Question}

Copper is plated onto one face of a quartz crystal vibrating in the plating bath, and the fall in resonance frequency is converted into deposited mass. When the deposit is rough, the mass found this way can exceed the mass of copper actually present. What adds the missing hertz, and how many are there for a given roughness?

\section*{The mechanism}

The crystal vibrates in thickness shear: its face slides to and fro in its own plane. The frequency falls because the face must accelerate whatever moves with it, and the crystal cannot tell copper from liquid. Over a smooth face, the liquid is dragged along in a thin viscous layer. That layer is there before plating and after it, so it drops out of the frequency change. A rough deposit does something new. Its cavities hold liquid between walls that all move together, and this liquid has to follow them. It counts as added mass although no metal corresponds to it.

To turn this into a number, three things are needed: how the crystal converts a load into hertz, how much of the cavity liquid really follows, and what changes at the open mouths.

\section*{From load to frequency}

Let all oscillating quantities vary as $e^{i\omega t}$. A quartz plate of thickness $d$, density $\rho_q$ and shear modulus $G_q$ has a free face at $y=0$ and a loaded face at $y=d$. The standing shear wave with no stress at $y=0$ is $u=U\cos ky$, with $k=\omega\sqrt{\rho_q/G_q}$. The load resists the face velocity $i\omega u(d)$ with a stress $Z\,i\omega u(d)$, which defines the load impedance $Z$. The stress balance at the face is
\begin{equation}
G_q u'(d)=-i\omega Z\,u(d)
\quad\Rightarrow\quad
G_q k\tan kd=i\omega Z .
\end{equation}
With $Z_q=\sqrt{\rho_qG_q}$ we have $G_qk=\omega Z_q$, so $Z_q\tan kd=iZ$. The unloaded fundamental $f_0$ has $kd=\pi$; at frequency $f$, $kd=\pi f/f_0$. Let the complex frequency shift be $\Delta f+i\Delta\Gamma$. A positive $\Delta\Gamma$ makes the free vibration decay and is the increase of the half-bandwidth. Since $\tan(\pi+x)=\tan x\approx x$ for a small load,
\begin{equation}
\Delta f+i\Delta\Gamma=\frac{i f_0}{\pi Z_q}\,Z .
\label{shift}
\end{equation}
A rigid layer of mass $m$ per area has $Z=i\omega m$. With $\omega=2\pi f_0$ this gives Sauerbrey's law, $\Delta f=-(2f_0^2/Z_q)\,m$, the rule by which the instrument reads mass.

For the liquid, $Z$ follows from its momentum. Far from the crystal the liquid is at rest and free of shear stress, so the force exerted by the face equals the rate of change of the momentum of all the liquid. The vibration amplitude is taken to be small compared with the roughness, which makes the flow linear. If $\rho$ is the bath density, $v_0$ the face velocity, $v$ the liquid velocity along it and $A$ the face area, then
\begin{equation}
Z=i\omega\rho\,\Lambda,\qquad
\Lambda=\frac1A\int\frac{v}{v_0}\,dV .
\end{equation}
$\Lambda$ is the thickness of liquid that, moving rigidly with the face, would have the same momentum.

Over a smooth face, a liquid of viscosity $\eta$ obeys $\eta v''=i\omega\rho v$. Its decaying solution is
\begin{equation}
v=v_0e^{-qz},\qquad q=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2\eta}{\rho\omega}},
\end{equation}
so that $\Lambda=1/q=(1-i)\delta/2$. Write the value for the rough deposit as $\Lambda=1/q+t$. Relative to the smooth electrode in the same bath, the term $1/q$ cancels and
\begin{equation}
\Delta f+i\Delta\Gamma=-\frac{2f_0^2}{Z_q}\,(m+\rho t).
\label{both}
\end{equation}
The false mass is $\rho\,\mathrm{Re}\,t$. If the crystal is already rough at the start, the change in $t$ takes the place of $t$.

\section*{How much of the cavity liquid follows}

Take parallel grooves of width $w$, depth $h$ and period $P$, with open fraction $\phi=w/P$. The metal is rigid, the liquid fills the grooves and does not slip on the walls.

Let the face first move along the grooves. Deep in a groove the liquid is driven by the two side walls at $y=\pm w/2$. The solution of $v''=q^2v$ with $v=v_0$ on both walls is $v=v_0\cosh qy/\cosh(qw/2)$, and its mean over the width is $v_0G$, where
\begin{equation}
G=\frac{\tanh(qw/2)}{qw/2}
=1-\frac{i\,w^2}{6\delta^2}-\frac{w^4}{30\,\delta^4}+\dots
\label{G}
\end{equation}
The series comes from $\tanh x/x=1-x^2/3+2x^4/15-\dots$ with $x^2=iw^2/2\delta^2$ and $x^4=-w^4/4\delta^4$. The moving mass is set by the real part, which differs from 1 only in fourth order in $w/\delta$. A groove much narrower than the viscous depth therefore carries its liquid almost as a solid. The depth $h$ need not be small compared with $\delta$, because at every level the liquid is driven by the walls beside it.

When the face moves across the grooves, the side walls push the liquid. Seen from the moving metal, the liquid feels a uniform inertial force $-i\omega\rho v_0$ per volume. In a closed groove a pressure varying linearly from wall to wall balances it, and the liquid stays at rest relative to the metal. This needs no viscosity, so it holds for wide grooves too, away from the mouth.

\section*{What is lost at the mouth}

The outer liquid lags behind the crests, and its shear reaches a little way into the openings. For motion along the grooves this loss can be found in closed form when $P\ll\delta$. Within a few periods of the crests the term $q^2v$ is then negligible, and the lag $v_0-v$ satisfies Laplace's equation. Write $v_0-v=v_0q\,\psi$, with $\psi=0$ on the metal. With the crests at $z=0$, far above them on the scale of $P$,
\begin{equation}
\psi\to z+\ell .
\end{equation}
The outer liquid thus behaves as if a flat wall lay a distance $\ell$ below the crests.

To find $\ell$, choose the unit of length so that $P=2\pi$, let $s=y+iz$ be the complex position, and map the liquid onto the upper half of a $\tau$ plane, where $\psi=\mathrm{Im}\,\tau$ vanishes on the real axis. The map is
\begin{equation}
\frac{ds}{d\tau}=\frac{\sqrt{\sin\frac{\tau-\alpha}{2}\,\sin\frac{\tau+\alpha}{2}}}{\sin\frac{\tau}{2}} .
\end{equation}
On the real axis with $\alpha<|\tau|\le\pi$ the product under the root is positive, $ds$ is real, and the boundary is a level crest. For $|\tau|<\alpha$ the product is negative, $ds$ is imaginary, and the boundary is a vertical wall. High above the metal $ds/d\tau\to1$, which gives the period $2\pi$. The groove bottom, taken as infinitely deep, sits at $\tau=0$, where $ds/d\tau\approx\pm2i\sin(\alpha/2)/\tau$. A small half circle about this pole leads from one wall to the other and changes $s$ by $2\pi\sin(\alpha/2)$ in size. This is the width $w$, so $\sin(\alpha/2)=w/2\pi=\phi$.

Now go up from the middle of a crest, along $\tau=\pi+i\sigma$, where $\psi=\sigma$. There
\begin{equation}
\sin\tfrac{\tau-\alpha}{2}\sin\tfrac{\tau+\alpha}{2}
=\tfrac12(\cos\alpha+\cosh\sigma)
=\cosh^2\tfrac{\sigma}{2}-\phi^2,
\end{equation}
and $\sin(\tau/2)=\cosh(\sigma/2)$. Hence $dz/d\sigma=\sqrt{1-\phi^2\,\mathrm{sech}^2(\sigma/2)}$. Since $\ell$ is the limit of $\sigma-z$,
\begin{equation}
\ell=\int_0^\infty\Bigl[1-\sqrt{1-\phi^2\,\mathrm{sech}^2(\sigma/2)}\Bigr]d\sigma .
\end{equation}
Differentiate with respect to $\phi$ and substitute $r=\tanh(\sigma/2)$, for which $dr=\frac12\mathrm{sech}^2(\sigma/2)\,d\sigma$ and $\mathrm{sech}^2(\sigma/2)=1-r^2$:
\begin{align}
\frac{d\ell}{d\phi}
&=\int_0^\infty\frac{\phi\,\mathrm{sech}^2(\sigma/2)}{\sqrt{1-\phi^2\,\mathrm{sech}^2(\sigma/2)}}\,d\sigma
=\int_0^1\frac{2\phi\,dr}{\sqrt{1-\phi^2+\phi^2r^2}}\nonumber\\
&=2\,\mathrm{arsinh}\frac{\phi}{\sqrt{1-\phi^2}}
=\ln\frac{1+\phi}{1-\phi}.
\end{align}
Integrating from $\ell=0$ at $\phi=0$ and restoring the unit of length gives
\begin{equation}
\ell=\frac{P}{2\pi}\bigl[(1+\phi)\ln(1+\phi)+(1-\phi)\ln(1-\phi)\bigr].
\label{ell}
\end{equation}
For narrow openings $\ell\approx\phi^2P/2\pi$. For thin blades, $\phi\to1$, it rises to $P\ln2/\pi$. Treating the groove as infinitely deep is justified once $h$ exceeds about $w$, because the disturbance from the mouth dies out downwards as $e^{-\pi|z|/w}$.

\section*{The frequency shift}

Above the crests the mean velocity is $v_0e^{-q(z+\ell)}$ to leading order, and this liquid contributes $e^{-q\ell}/q\approx1/q-\ell$ to $\Lambda$. The grooves contribute $\phi h$. Subtracting the smooth-face value $1/q$ leaves $t\approx\phi h-\ell$, and equation (\ref{both}) becomes
\begin{equation}
\Delta f=-\frac{2f_0^2}{Z_q}\bigl[m+\rho(\phi h-\ell)\bigr].
\label{result}
\end{equation}
The terms left out of $t$ are of order $w\ell/\delta$, from the mouth, and $\phi h\,w^2/\delta^2$, from the lag inside the groove; the second is imaginary and acts on the damping.

For ridges standing on a solid base of thickness $b$, with metal density $\rho_m$, the metal mass is $m=\rho_m[b+(1-\phi)h]$. The relative overestimate is
\begin{equation}
\varepsilon=\frac{\rho}{\rho_m}\,\frac{\phi h-\ell}{b+(1-\phi)h}.
\label{eps}
\end{equation}
Two ways of growing the deposit differ sharply. If the roughness is fixed and solid metal is added beneath it, the false mass is a constant offset and $\varepsilon$ falls as the deposit thickens. If the ridges alone grow taller at fixed $\phi$, each further unit of metal mass brings with it $\rho\phi/[\rho_m(1-\phi)]$ units of liquid, and the error persists in the measured growth rate.

\section*{A number for copper}

Take a 5.0 MHz crystal with $Z_q=8.8\times10^6$ kg/(m$^2$\,s) in an acid copper sulfate bath, with rough typical values $\rho=1.15$ g/cm$^3$ and $\eta=1.5$ mPa\,s. The viscous depth is then $\delta=288$ nm, and one hertz stands for 17.6 ng/cm$^2$. The deposit has a solid base of 100 nm carrying ridges 200 nm high, with grooves 50 nm wide at a period of 100 nm, so $\phi=0.5$.

The metal is equivalent to $100+0.5\times200=200$ nm of solid copper. At 8.96 g/cm$^3$ this is $m=179.2$ $\mu$g/cm$^2$. The grooves hold $\phi h=100$ nm of liquid, and equation (\ref{ell}) gives
\begin{equation}
\ell=\frac{100\ \mathrm{nm}}{2\pi}\,(1.5\ln1.5+0.5\ln0.5)=4.2\ \mathrm{nm}.
\end{equation}
The excess is 95.8 nm of liquid, or 11.0 $\mu$g/cm$^2$. The two parts of the shift are
\begin{equation}
-\frac{179.2}{0.0176}\approx-10\,180\ \mathrm{Hz},
\qquad
-\frac{11.02}{0.0176}\approx-626\ \mathrm{Hz}.
\end{equation}
The instrument reports 190.2 $\mu$g/cm$^2$, which is 6.2\% more than the copper present. Depositing this copper from divalent ions takes 0.544 C/cm$^2$ if no charge is lost. Comparing charge with apparent mass would then give a current efficiency of 106\%, an impossible value, caused here by the liquid. With a true efficiency of 94\%, the same error would pass unseen as a result close to 100\%.

If only the ridges went on growing, the liquid gained per unit of copper would be $(1.15/8.96)\times0.5/0.5\approx0.13$, so the growth rate would read about 13\% high.

\section*{Does the full flow agree?}

Solving $\nabla^2v=q^2v$ around these ridges by finite volumes on a 1.25 nm grid gives $t=95.4-0.8i$ nm for motion along the grooves; refining the mesh at the crest edges raises the real part by about 0.05 nm. The real part lies 0.4 nm below the formula, within the size $w\ell/\delta\approx0.7$ nm of the terms left out. For motion across them, the flow equations with pressure, solved on a staggered 2.5 nm grid, give 98.0 nm; a 5 nm grid gives 97.6 nm, and a mesh refined at the crest edges converges to 98.2 nm. The mouth thus costs about 1.8 nm in this direction, some 40\% of the 4.5 nm lost along the grooves, and the overestimate from the flow is 6.3\% across the grooves against 6.1\% along them. At an angle $\theta$ to the grooves, the motion splits into these two parts. Each produces a force along its own axis, and projecting the forces back on the direction of motion gives $t=t_\parallel\cos^2\theta+t_\perp\sin^2\theta$, which lies between the two values.

The small imaginary part matters for diagnosis. The trapped liquid shifts the frequency by some 620 Hz but widens the half-bandwidth by only about 5 Hz for motion along the grooves. In this model, a nearly unchanged bandwidth is therefore no evidence that the added mass is all metal.

The numbers also rule out a tempting alternative, that the rough face is simply a larger area for viscous drag. A smooth face in this bath has a liquid shift of $-941$ Hz. The grooves raise the wetted area by a factor $1+2h/P=5$, so drag in proportion to area would add $-4\times941\approx-3800$ Hz, about six times the true excess. It would also scale as $\sqrt\eta$ and drop by 29\% if the viscosity were halved. With density, frequency and geometry held fixed, halving the viscosity in the flow calculation lowers $t$ by only about 0.2 nm, from 95.4 to 95.2 nm on the 1.25 nm grid. The excess is inertia, and viscosity only couples the liquid to the walls.

\section*{Where the result fails}

Wide grooves are the first limit. For motion along them, equation (\ref{G}) gives a carried fraction $\mathrm{Re}\,G$ of 0.96 at a width of 300 nm and 0.30 at 1000 nm, in the same bath. These values hold away from mouth and floor, in grooves much deeper than they are wide. There the liquid in the middle is left behind, and the imaginary parts, $-0.17$ and $-0.31$, bring damping that grows with depth. At a depth of only 200 nm and $\phi=0.5$ the mouth loss matters as well: the flow gives $\mathrm{Re}\,t/\phi h$ of 0.64 and 0.21 for these two widths, with extra half-bandwidths of about 80 and 60 Hz. Across the grooves the deep liquid is still carried. In a groove of width $2\delta=576$ nm, the growth of $t$ with depth in the two flow calculations gives carried fractions of 0.68 along and 1.00 across. For such grooves equation (\ref{ell}) no longer applies either, since it assumed $P\ll\delta$.

The second condition is that the cavities are wetted. A cavity filled with gas carries almost no mass, and the formula then counts liquid that is not there. The bath also slips over the gas, so the error changes sign: with a flat, shear-free interface across the mouths of the grooves above, $t\approx-11$ nm for motion along them, a shift of about $+70$ Hz. Because the false mass is liquid, weighing the crystal before plating and again after rinsing and complete drying, both times in air, removes the trapped-liquid term, provided no salt stays behind.

\section*{Beside a real plating bath}

The crystal and bath values are ordinary ones, but the roughness is strong: ridges twice as high as the base under them describe a thin, badly levelled deposit, and a bright deposit would trap far less. Real cavities are irregular pits and gaps between grains with a spread of widths, not parallel grooves. The change from 6.1\% to 6.3\% between the two flow calculations shows the effect of groove direction alone; the effect of irregular shape has not been calculated here.

Other influences can be sized for the same deposit. The small-load formula overstates the metal shift by 0.24\%, as found from a finite-element plate carrying the deposit as a rigid mass and the smooth-face liquid load as a fixed complex mass; letting the liquid load follow the frequency gives 0.23\%. If the viscosity changes by a rough 2\% per kelvin, the smooth-face shift, which varies as $\sqrt\eta$, drifts by $0.01\times941\approx9$ Hz/K and no longer cancels fully. Plating also depletes the copper in the bath next to the face. If this lowers $\rho\eta$ there by an assumed 10\%, the smooth-face shift, which varies as $\sqrt{\rho\eta}$, shrinks by about 5\%, or 47 Hz, until the bath recovers. A deposit stress of 50 MPa, with an assumed stress coefficient of quartz of $3\times10^{-11}$ Pa$^{-1}$ and a plate 332 $\mu$m thick, shifts the frequency by about
\begin{equation}
5\times10^6\ \mathrm{Hz}\times3\times10^{-11}\times5\times10^7\times\frac{0.2}{332}\approx4.5\ \mathrm{Hz}.
\end{equation}
The ridges, treated as copper cantilevers with a Young modulus of 120 GPa, would bend in resonance near 740 MHz. At 5 MHz, far below this resonance, their tips follow the base to within about $10^{-4}$ of its motion. Each of these is small beside the 626 Hz of trapped liquid, provided the bath temperature is steady: through the viscosity alone, a drift of 10 K would shift the frequency by about 90 Hz, roughly a seventh of the liquid term. The crystal's own temperature dependence is not included in this figure.
